# Hydrogen pairing on silicon (100) dimers and the order of desorption: test program

```python
# Result under test: hydrogen on the dimers of silicon (100), two sites per dimer.
# theta = coverage per site; theta2, theta1, theta0 = fractions of dimers holding
# 2, 1, 0 atoms; g = pairing factor, exp(eps/kT) for a pure pairing energy eps.
#   S = sqrt(1 + 4 (g-1) theta (1-theta))
#   theta2 = theta (S - 1 + 2 theta)/(S + 1)
# Desorption from full dimers, dtheta/dt = -k theta2, has local order 1 + 1/S:
# second order for g = 1, first order for large g at fixed 0 < theta < 1.
# At fixed coverage the apparent activation energy is Ed - eps theta0/S.
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

KB = const.k / const.e  # eV/K


def root_S(theta, g):
    return np.sqrt(1 + 4 * (g - 1) * theta * (1 - theta))


def full_fraction(theta, g):
    S = root_S(theta, g)
    return theta * (S - 1 + 2 * theta) / (S + 1)


def order(theta, g):
    return 1 + 1 / root_S(theta, g)


def apparent_energy(theta, g, Ed, eps):
    empty = 1 - 2 * theta + full_fraction(theta, g)
    return Ed - eps * empty / root_S(theta, g)


# Explicit sum over all site configurations of three dimers. The energy is
# a pi bond of strength eps on every dimer with both sites empty.
OCC = np.array(list(product((0, 1), repeat=6))).reshape(-1, 3, 2)
N_ATOMS = OCC.sum(axis=(1, 2))
N_FULL = OCC.prod(axis=2).sum(axis=1)
N_EMPTY = (1 - OCC).prod(axis=2).sum(axis=1)


def site_sum(mu, eps, kT):
    exponent = (mu * N_ATOMS + eps * N_EMPTY) / kT
    weight = np.exp(exponent - exponent.max())
    weight /= weight.sum()
    return weight @ N_ATOMS / 6, weight @ N_FULL / 3


def site_sum_at_coverage(theta, eps, kT):
    mu = brentq(lambda m: site_sum(m, eps, kT)[0] - theta, -2, 2,
                xtol=1e-14, rtol=1e-14)
    return site_sum(mu, eps, kT)[1]


# Canonical count: fixed number of atoms on a finite number of dimers.
def canonical_full_fraction(n_dimers, n_atoms, g):
    z = 1 / np.sqrt(g)  # drops out of the ratio; keeps numbers in range
    one = np.array([1, 2 * z, g * z * z])
    one /= one.sum()
    poly = np.array([1.0])
    for _ in range(n_dimers - 1):
        poly = np.convolve(poly, one)
    total = np.convolve(poly, one)
    return one[2] * poly[n_atoms - 2] / total[n_atoms]


# Time (in units of 1/k) to go from start to end coverage with equilibrium kept.
def equilibrium_time(start, end, g):
    return quad(lambda c: 1 / full_fraction(c, g), end, start,
                epsabs=1e-11, epsrel=1e-11)[0]


# The same time when atoms hop between dimers at a finite rate.
# hop_ratio = hop rate h divided by k; pair breaking is slowed by 1/g.
def exchange_time(start, end, g, hop_ratio):
    def slope(t, y):
        theta, full = y
        single = 2 * (theta - full)
        empty = 1 - 2 * theta + full
        pairing = hop_ratio * (single**2 / 2 - 2 * empty * full / g)
        return [-full, -full + pairing]

    def reached(t, y):
        return y[0] - end
    reached.terminal = True
    sol = solve_ivp(slope, (0, 1e4), [start, full_fraction(start, g)],
                    method="Radau", events=reached, rtol=1e-8, atol=1e-12)
    assert sol.success and len(sol.t_events[0]) == 1
    return sol.t_events[0][0]


# Row of dimers with attraction w between neighbouring full dimers.
def row_state(log_z, g, w_over_kT):
    z = np.exp(log_z)
    v = np.sqrt(np.array([1, 2 * z, g * z * z]))
    T = np.outer(v, v)
    T[2, 2] *= np.exp(w_over_kT)
    val, vec = np.linalg.eigh(T)
    p = vec[:, -1]**2
    return p[2] + p[1] / 2, p[2], p[2] * T[2, 2] / val[-1]


def row_at_coverage(theta, g, w_over_kT):
    log_z = brentq(lambda q: row_state(q, g, w_over_kT)[0] - theta,
                   -12, 8, xtol=1e-13)
    return row_state(log_z, g, w_over_kT)


def row_orders(theta, g, w_over_kT):
    d = 1e-4
    up = row_at_coverage(theta * np.exp(d), g, w_over_kT)
    dn = row_at_coverage(theta * np.exp(-d), g, w_over_kT)
    return [np.log(up[i] / dn[i]) / (2 * d) for i in (1, 2)]


# Example parameters (round values of roughly the real size)
T_K, eps, Ed, nu = 780.0, 0.25, 2.5, 1e15
hop_barrier, hop_nu, w = 1.7, 1e13, 0.03
lattice_nm = 0.543
kT = KB * T_K
g = np.exp(eps / kT)
k = nu * np.exp(-Ed / kT)
h = hop_nu * np.exp(-hop_barrier / kT)

# Tests: fraction, order and strong-pairing bound from the site sum
worst_fraction = worst_order = 0.0
for e in (-0.05, 0.0, 0.1, eps, 0.6):
    ge = np.exp(e / kT)
    for shift in (-0.2, -0.08, 0.0, 0.05, 0.15):
        mu = e / 2 + shift
        c, f = site_sum(mu, e, kT)
        worst_fraction = max(worst_fraction, abs(f / full_fraction(c, ge) - 1))
        up, dn = site_sum(mu + 1e-5, e, kT), site_sum(mu - 1e-5, e, kT)
        n_num = np.log(up[1] / dn[1]) / np.log(up[0] / dn[0])
        worst_order = max(worst_order, abs(n_num - order(c, ge)))
        assert -1e-12 <= c - f <= np.sqrt(c * (1 - c) / ge) + 1e-12
        if e == 0.0:
            assert abs(f / c**2 - 1) < 1e-10
assert worst_fraction < 1e-8 and worst_order < 1e-5

# Low coverage at fixed pairing: theta2 -> g theta^2
c_low, f_low = site_sum(-0.7, eps, kT)
assert c_low * g < 0.01 and abs(f_low / (g * c_low**2) - 1) < 0.03

# Minimum order lies at half coverage
grid = np.linspace(0.01, 0.99, 99)
row_n = [row_orders(c, g, 0.0)[0] for c in grid]
assert abs(grid[int(np.argmin(row_n))] - 0.5) < 0.011
assert abs(min(row_n) - (1 + 1 / np.sqrt(g))) < 1e-5

# Fixed atom number: difference from the formula falls as 1/size
f200 = canonical_full_fraction(200, 120, g)
f400 = canonical_full_fraction(400, 240, g)
target = full_fraction(0.3, g)
assert 1.8 < (f200 - target) / (f400 - target) < 2.2
assert abs(2 * f400 - f200 - target) < 1e-4

# Apparent energy from the temperature slope of the site sum
worst_energy = 0.0
for c in (0.05, 0.3, 0.5, 0.9):
    b, db = 1 / kT, 0.01
    slope = (np.log(site_sum_at_coverage(c, eps, 1 / (b + db)))
             - np.log(site_sum_at_coverage(c, eps, 1 / (b - db)))) / (2 * db)
    worst_energy = max(worst_energy,
                       abs(Ed - slope - apparent_energy(c, g, Ed, eps)))
assert worst_energy < 1e-5

# Both rate laws from exchange kinetics, and the effect of finite hopping
t_second = exchange_time(0.8, 0.05, 1.0, 1e4)
t_first = exchange_time(0.8, 0.05, 1e6, 1e5)
assert abs(t_second / (1 / 0.05 - 1 / 0.8) - 1) < 0.01
assert abs(t_first / np.log(0.8 / 0.05) - 1) < 0.01
t_eq = equilibrium_time(0.8, 0.05, g)
t_hop = exchange_time(0.8, 0.05, g, h / k)
t_fast = exchange_time(0.8, 0.05, g, 10 * h / k)
t_slow = exchange_time(0.8, 0.05, g, 1.0)
assert 0.05 < (t_fast - t_eq) / (t_hop - t_eq) < 0.2
assert t_slow > 1.3 * t_eq

# Transfer matrix against an enumerated ring of eight dimers
states = np.array(list(product((0, 1, 2), repeat=8)))
z_ring = 0.8 / np.sqrt(g)
single_weight = np.array([1, 2 * z_ring, g * z_ring**2])
full = states == 2
bonds = (full & np.roll(full, 1, axis=1)).sum(axis=1)
ring = single_weight[states].prod(axis=1) * np.exp(w / kT * bonds)
ring /= ring.sum()
ring_result = [ring @ states.sum(axis=1) / 16, ring @ full.sum(axis=1) / 8,
               ring @ bonds / 8]
assert np.allclose(ring_result, row_state(np.log(z_ring), g, w / kT), atol=1e-5)

# Output
print(f"temperature {T_K:.0f} K, kT = {kT:.5f} eV")
print(f"pairing energy {eps:.2f} eV, pairing factor g = {g:.2f}")
print(f"desorption barrier {Ed:.2f} eV, prefactor {nu:.1e} 1/s")
print(f"desorption rate constant k = {k:.4f} 1/s")
print(f"minimum order, at half coverage = {1 + 1 / np.sqrt(g):.4f}")
print("coverage: theta2, theta1, theta0, S, order, apparent energy (eV)")
for c in (0.01, 0.05, 0.1, 0.2, 0.5, 0.8, 0.95, 0.99):
    f = full_fraction(c, g)
    print(f"{c:.2f}: {f:.5f}, {2 * (c - f):.5f}, {1 - 2 * c + f:.5f}, "
          f"{root_S(c, g):.4f}, {order(c, g):.4f}, "
          f"{apparent_energy(c, g, Ed, eps):.4f}")
dimers_cm2 = 1 / (lattice_nm * 1e-7)**2
print(f"lattice constant {lattice_nm:.3f} nm, dimers {dimers_cm2:.3e} 1/cm2")
print(f"H2 flux at coverage 0.5 = "
      f"{k * full_fraction(0.5, g) * dimers_cm2:.3e} 1/(cm2 s)")
print("halving times (s): no pairing, example, strict first order")
c = 0.8
for _ in range(5):
    print(f"{c:.3f} to {c / 2:.3f}: {equilibrium_time(c, c / 2, 1.0) / k:.2f}, "
          f"{equilibrium_time(c, c / 2, g) / k:.2f}, {np.log(2) / k:.2f}")
    c /= 2
print(f"hop barrier {hop_barrier:.2f} eV, prefactor {hop_nu:.1e} 1/s")
print(f"hop rate h = {h:.1f} 1/s, h/k = {h / k:.0f}")
print(f"time 0.8 to 0.05, equilibrium kept = {t_eq / k:.3f} s")
print(f"same with finite hopping = {t_hop / k:.3f} s "
      f"({100 * (t_hop / t_eq - 1):.2f} % longer)")
print(f"same if h were equal to k = {t_slow / k:.2f} s")
print("changed weights at coverage 0.2: g, theta2, order")
for label, factor in (("as in example", 1.0), ("spin only, g/4", 0.25),
                      ("spin and two buckled forms, g/2", 0.5)):
    print(f"{label}: {g * factor:.2f}, {full_fraction(0.2, g * factor):.4f}, "
          f"{order(0.2, g * factor):.4f}")
print(f"neighbour attraction w = {w:.3f} eV; coverage, w (eV): theta2,")
print("  order of single-dimer route, order of two-full-neighbours route")
for c in (0.2, 0.5):
    for energy in (0.0, w):
        n_one, n_two = row_orders(c, g, energy / kT)
        f = row_at_coverage(c, g, energy / kT)[1]
        print(f"{c:.1f}, {energy:.3f}: {f:.4f}, {n_one:.4f}, {n_two:.4f}")
print(f"largest relative error of theta2 in site sums = {worst_fraction:.1e}")
print(f"largest error of order in site sums = {worst_order:.1e}")
print(f"largest error of apparent energy = {worst_energy:.1e} eV")
print("finished without a failed check")
```

It prints:

```
temperature 780 K, kT = 0.06722 eV
pairing energy 0.25 eV, pairing factor g = 41.24
desorption barrier 2.50 eV, prefactor 1.0e+15 1/s
desorption rate constant k = 0.0703 1/s
minimum order, at half coverage = 1.1557
coverage: theta2, theta1, theta0, S, order, apparent energy (eV)
0.01: 0.00242, 0.01517, 0.98242, 1.6104, 1.6210, 2.3475
0.05: 0.02589, 0.04822, 0.92589, 2.9403, 1.3401, 2.4213
0.10: 0.06353, 0.07294, 0.86353, 3.9353, 1.2541, 2.4451
0.20: 0.14816, 0.10369, 0.74816, 5.1724, 1.1933, 2.4638
0.50: 0.43263, 0.13474, 0.43263, 6.4218, 1.1557, 2.4832
0.80: 0.74816, 0.10369, 0.14816, 5.1724, 1.1933, 2.4928
0.95: 0.92589, 0.04822, 0.02589, 2.9403, 1.3401, 2.4978
0.99: 0.98242, 0.01517, 0.00242, 1.6104, 1.6210, 2.4996
lattice constant 0.543 nm, dimers 3.392e+14 1/cm2
H2 flux at coverage 0.5 = 1.031e+13 1/(cm2 s)
halving times (s): no pairing, example, strict first order
0.800 to 0.400: 17.78, 11.18, 9.86
0.400 to 0.200: 35.57, 12.52, 9.86
0.200 to 0.100: 71.14, 14.34, 9.86
0.100 to 0.050: 142.28, 17.14, 9.86
0.050 to 0.025: 284.55, 21.76, 9.86
hop barrier 1.70 eV, prefactor 1.0e+13 1/s
hop rate h = 103.7 1/s, h/k = 1476
time 0.8 to 0.05, equilibrium kept = 55.176 s
same with finite hopping = 55.203 s (0.05 % longer)
same if h were equal to k = 75.91 s
changed weights at coverage 0.2: g, theta2, order
as in example: 41.24, 0.1482, 1.1933
spin only, g/4: 10.31, 0.1120, 1.3791
spin and two buckled forms, g/2: 20.62, 0.1317, 1.2716
neighbour attraction w = 0.030 eV; coverage, w (eV): theta2,
  order of single-dimer route, order of two-full-neighbours route
0.2, 0.000: 0.1482, 1.1933, 2.3867
0.2, 0.030: 0.1514, 1.2020, 2.2606
0.5, 0.000: 0.4326, 1.1557, 2.3114
0.5, 0.030: 0.4435, 1.1506, 2.0731
largest relative error of theta2 in site sums = 8.9e-16
largest error of order in site sums = 2.5e-09
largest error of apparent energy = 1.3e-08 eV
finished without a failed check
```
